# Why Blöchl-corrected tetrahedron weights give good energies but inconsistent forces

Take a metal round a closed path of atomic displacements and add up the work done by the computed forces. The energy is the same at the end as at the start, so the work should vanish. With occupation weights from the tetrahedron method with Blöchl's correction it does not. On one placement of a $12^3$ mesh for the model band treated below, one circuit costs 1.27 µHa per cell, and the reverse circuit yields as much. The same defect makes a relaxation stop where the computed energy is not at its minimum, although that energy is much better than the one without the correction.

The forces do converge to the true ones as the mesh is refined. What fails at finite mesh is consistency: the force built from the corrected weights is not minus the derivative of the corrected energy.

## What consistency demands

Let $\varepsilon_i$ be the band energies at the mesh points and $f_i$ the occupations, both spins included, with $\sum_i f_i=N$. The Hellmann–Feynman slope along a displacement $q$ is $\sum_i f_i\varepsilon_i'$, where a prime means $d/dq$. It leaves out the change of the occupations. That is justified if the $f_i$ make a functional

$$A[f]=\sum_i f_i\varepsilon_i+G(f)$$

stationary at fixed $N$, with $G$ independent of the energies. Stationarity reads $\varepsilon_i+\partial G/\partial f_i=\mu$, so

$$\frac{dA}{dq}=\sum_i f_i\varepsilon_i'+\sum_i\Big(\varepsilon_i+\frac{\partial G}{\partial f_i}\Big)f_i'=\sum_i f_i\varepsilon_i'+\mu\sum_i f_i'=\sum_i f_i\varepsilon_i'.$$

Fermi smearing is of this kind, with $G=-TS$; its forces belong to the free energy $A$.

Two consequences can be checked without knowing $G$. On a smooth branch of stationary solutions, the work round a closed loop at fixed $N$ is zero. At fixed $\mu$, the same argument gives $\partial(A-\mu N)/\partial\varepsilon_i=f_i$, and equality of mixed second derivatives requires

$$\frac{\partial f_i}{\partial\varepsilon_j}=\frac{\partial f_j}{\partial\varepsilon_i}.$$

The restriction on $G$ matters. If $G$ could depend on the $\varepsilon_i$, a functional could be built around any weights, but its slope would contain explicit derivatives of $G$ that the Hellmann–Feynman expression lacks.

## The linear weights pass

The zone is cut into tetrahedra, and in each one the band is replaced by its linear interpolant $\bar\varepsilon(\mathbf k)=\sum_i\lambda_i(\mathbf k)\varepsilon_i$, where $\lambda_i$ is 1 at corner $i$ and 0 at the others. Let $\int$ denote twice the zone average, for two spins. The linear weights are $w_i=\int\lambda_i\,\theta(\mu-\bar\varepsilon)$. Define

$$\Omega=\int\min(\bar\varepsilon-\mu,0).$$

The integrand vanishes on the Fermi surface, so moving that surface contributes nothing to first order. Hence $\partial\Omega/\partial\varepsilon_i=w_i$ and $\partial\Omega/\partial\mu=-N$. The energy is $E_{\rm lin}=\sum_iw_i\varepsilon_i=\Omega+\mu N$, and at fixed $N$

$$E_{\rm lin}'=\sum_iw_i\varepsilon_i'-N\mu'+N\mu'=\sum_iw_i\varepsilon_i'.$$

The linear forces are therefore minus the derivative of the linear energy on any mesh, however coarse. The weakness is the energy itself, whose error is of order $h^2$ in the mesh spacing $h$.

## Where the correction comes from

Let $X(\mathbf k)$ be a smooth periodic function. Measure the corners of a tetrahedron from its centroid by vectors $\mathbf v_i$, with $\sum_i\mathbf v_i=0$, and let $H$ be the matrix of second derivatives of $X$. The mean of the linear interpolant $\bar X$ is the mean of the corner values,

$$X_c+\tfrac14\sum_i\tfrac12\mathbf v_i\!\cdot\!H\mathbf v_i=X_c+\tfrac18\sum_i\mathbf v_i\!\cdot\!H\mathbf v_i .$$

For the true mean, write $\mathbf r=\sum_i\lambda_i\mathbf v_i$ and use the tetrahedron averages $\langle\lambda_i\lambda_j\rangle=(1+\delta_{ij})/20$. The constant part drops out because $\sum_i\mathbf v_i=0$, leaving $X_c+\frac1{40}\sum_i\mathbf v_i\cdot H\mathbf v_i$. The interpolant is thus too high on average by

$$\Big(\tfrac18-\tfrac1{40}\Big)\sum_i\mathbf v_i\!\cdot\!H\mathbf v_i=\tfrac1{10}\sum_i\mathbf v_i\!\cdot\!H\mathbf v_i .$$

Averaged over the tetrahedra of a mesh cell this is $Q_{ab}\,\partial_a\partial_bX$, summed over repeated indices, with $Q_{ab}=\frac1{10}\langle\sum_iv_{ia}v_{ib}\rangle$. To leading order in $h$, the error summed over the occupied region follows by partial integration, using $\partial_a\theta(\mu-\varepsilon)=-\delta(\mu-\varepsilon)\,\partial_a\varepsilon$:

$$I_1=Q_{ab}\int\theta(\mu-\varepsilon)\,\partial_a\partial_bX=Q_{ab}\int\delta(\mu-\varepsilon)\,\partial_a\varepsilon\,\partial_bX .$$

It has become a Fermi-surface quantity. Let $D_T$ be the contribution of tetrahedron $T$ to the density of states at $\mu$. Replacing $\mathbf v_i\cdot\nabla\varepsilon$ by the deviation of $\varepsilon_i$ from the corner mean, and likewise for $X$, and using

$$\sum_i(\varepsilon_i-\varepsilon_{\rm mean})(X_i-X_{\rm mean})=\tfrac18\sum_{ij}(\varepsilon_i-\varepsilon_j)(X_i-X_j),$$

one obtains

$$I_1=\sum_T\frac{D_T}{80}\sum_{ij}(\varepsilon_i-\varepsilon_j)(X_i-X_j).$$

The double sum equals $2\sum_iX_i\sum_j(\varepsilon_i-\varepsilon_j)$. Subtracting $I_1$ is therefore the same as adding to the weights

$$\delta w_i=\sum_T\frac{D_T}{40}\sum_j(\varepsilon_j-\varepsilon_i),$$

which is Blöchl's correction. Its sum over the corners of each tetrahedron is zero, so $N$ and $\mu$ are unchanged. With $X=\varepsilon$ and $S_T=\sum_{ij}(\varepsilon_i-\varepsilon_j)^2$, the corrected energy is

$$E_B=E_{\rm lin}-\sum_T\frac{D_TS_T}{80}.$$

## The corrected weights fail

One tetrahedron suffices to show the asymmetry. Let $\mu$ lie between the lowest and second-lowest corner energies, and let $a$, $b$, $c$ be the heights of corners 2, 3, 4 above corner 1. Then $D\propto(\mu-\varepsilon_1)^2/(abc)$, so $\partial D/\partial\varepsilon_2=-D/a$ and $\partial D/\partial\varepsilon_3=-D/b$. The sums in the correction are $b+c-3a$ for corner 2 and $a+c-3b$ for corner 3. The direct derivatives of these sums, both equal to 1, cancel in the difference, and

$$\frac{\partial\delta w_2}{\partial\varepsilon_3}-\frac{\partial\delta w_3}{\partial\varepsilon_2}=\frac D{40}\Big[\frac{a+c-3b}{a}-\frac{b+c-3a}{b}\Big]=\frac{D\,(b-a)(c-3a-3b)}{40\,ab}.$$

This vanishes only for special corner energies. The linear weights are symmetric, so they cannot compensate. Neighbouring tetrahedra share corners and might in principle cancel the asymmetry, but they do not: on a $4^3$ mesh of the model band, the norm of the antisymmetric part of the Jacobian is 0.106 of that of the symmetric part. For linear weights the ratio is $5\times10^{-11}$, which is numerical noise.

Nor can another potential rescue the weights. They do not change when all $x_i=\varepsilon_i-\mu$ are multiplied by a common positive factor $s$. If they were the gradient of some $F(x)$, then $dF(sx)/ds=\sum_ix_i(w_i+\delta w_i)$ would be independent of $s$, so up to a constant $F=\sum_i(w_i+\delta w_i)x_i=\Omega-\sum_TD_TS_T/80$. Since $\partial S_T/\partial\varepsilon_i=4\sum_j(\varepsilon_i-\varepsilon_j)$, the gradient of this candidate is

$$w_i+2\,\delta w_i-\frac1{80}\sum_TS_T\frac{\partial D_T}{\partial\varepsilon_i},$$

which is not $w_i+\delta w_i$ in general.

The resulting force mismatch can be written down for any mesh. Differentiating $E_B$ at fixed $N$ gives

$$E_B'=\sum_iw_i\varepsilon_i'-\frac1{80}\sum_T(D_T'S_T+D_TS_T').$$

The corrected weights give instead $\sum_iw_i\varepsilon_i'+\sum_i\delta w_i\varepsilon_i'$. The second term is $-\sum_T\frac{D_T}{80}\sum_{ij}(\varepsilon_i-\varepsilon_j)(\varepsilon_i'-\varepsilon_j')=-\sum_TD_TS_T'/160$. Subtracting,

$$M\equiv E_B'-\sum_i(w_i+\delta w_i)\varepsilon_i'=-\frac1{160}\sum_T\big(2S_TD_T'+D_TS_T'\big).$$

Because force is minus slope, $M$ is also the force from the weights minus the force $-E_B'$. It equals $\sum_i(\varepsilon_i-\mu)(w_i+\delta w_i)'$, the occupation-change term that stationary occupations would render harmless.

Two cases have no mismatch. If the whole band is scaled uniformly, $D_T'=-D_T$ and $S_T'=2S_T$ in units of the scaling rate, and $M=0$. A test that merely widens the band will therefore miss the defect. In an insulator every $D_T$ is zero, and so is the correction.

## Why the energy escapes

Linear interpolation makes two errors of order $h^2$. It misrepresents the integrand, which is $I_1$. It also displaces the Fermi surface, because occupation is decided by $\bar\varepsilon$ instead of $\varepsilon$. Put $\Delta=\bar\varepsilon-\varepsilon$ and let $\delta\mu$ be the shift of the Fermi level. The second error is

$$I_2=\int\delta(\mu-\varepsilon)\,X\,(\delta\mu-\Delta).$$

Conservation of $N$ requires $\int\delta(\mu-\varepsilon)(\delta\mu-\Delta)=0$. A constant may therefore be subtracted from $X$; choosing its Fermi-surface average $\langle X\rangle_F$ removes the $\delta\mu$ term:

$$I_2=-\int\delta(\mu-\varepsilon)\,(X-\langle X\rangle_F)\,\Delta .$$

For the energy, $X=\varepsilon$ equals $\mu$ everywhere on the Fermi surface, and $I_2$ vanishes. Moving electrons between states at the Fermi level costs nothing to first order. Blöchl's term removes $I_1$, and no $h^2$ error is left in the average over mesh positions.

For a force, $X=\varepsilon'$. Its Fermi-surface average is $\mu'$, since $N'=\int\delta(\mu-\varepsilon)(\mu'-\varepsilon')=0$, but $\varepsilon'$ itself generally varies over the surface. The slope from the corrected weights keeps the error

$$-\int\delta(\mu-\varepsilon)\,(\varepsilon'-\mu')\,\Delta .$$

The correction repairs the integrand and leaves the electrons in slightly wrong places. The energy is blind to that; the force is not.

The linear method shows how the pieces fit. Its $h^2$ energy error is $\int\theta(\mu-\varepsilon)\Delta$, with derivative $\int\theta(\mu-\varepsilon)\Delta'+\int\delta(\mu-\varepsilon)(\mu'-\varepsilon')\Delta$. These terms are $I_1$ and $I_2$ for $X=\varepsilon'$. Linear forces carry both, as consistency demands. Subtracting the whole energy error would subtract both from the force; changing the weights subtracts the first alone.

## A band on which the error can be evaluated

Take a simple-cubic band with lattice constant 1, so that $\mathbf k$ is dimensionless, and

$$\varepsilon=t_1g_1+t_2g_2,\quad g_1=-2\sum_a\cos k_a,\quad g_2=-4\sum_{a<b}\cos k_a\cos k_b .$$

The parameters are $t_1=0.05$ Ha, $t_2=0.01$ Ha and one electron per cell. A displacement $q$ changes $t_2$ at the rate $\gamma=0.01$ Ha/bohr, so $\varepsilon'=\gamma g_2$. The mesh has $n$ points per axis, $h=2\pi/n$, and each cube is cut into six tetrahedra around a body diagonal. Values not marked as averages, including the Jacobian ratio above and the loop work, belong to one mesh shifted by $(0.13,0.29,0.41)$ steps from $\mathbf k=0$ and hold for that placement only.

Along one axis, the corner coordinates in units of $h$ are $(0,1,1,1)$, $(0,0,1,1)$ or $(0,0,0,1)$, each for two of the six tetrahedra. Their squared deviations from the mean sum to $\frac34$, $1$ and $\frac34$, on average $\frac56$, so $Q_{aa}=h^2/12$. The off-diagonal $Q_{ab}$ multiply $\sin k_a\sin k_b$, which integrates to zero by reflection symmetry. Effectively, $\Delta=(h^2/12)\nabla^2\varepsilon$.

Since $\nabla^2g_1=-g_1$ and $\nabla^2g_2=-2g_2$, we have $\nabla^2\varepsilon=-\varepsilon-t_2g_2$, which is $-\mu-t_2g_2$ on the Fermi surface. The constant drops out of $I_2$. With $\rho$ the density of states at $\mu$ and ${\rm Var}_F$ the variance over the Fermi surface, the remaining force error is

$$\delta F=-\frac{h^2}{12}\,\gamma\,t_2\,\rho\,{\rm Var}_F(g_2).$$

The variance is tied to the curvature of the energy. From $E'=\gamma\int\theta(\mu-\varepsilon)g_2$ and $\mu'=\gamma\langle g_2\rangle_F$,

$$E''=\gamma\int\delta(\mu-\varepsilon)(\mu'-\gamma g_2)g_2=-\gamma^2\rho\,{\rm Var}_F(g_2),\qquad \delta F=\frac{h^2}{12}\frac{t_2}{\gamma}E''.$$

For $t_2=0$ this leading error vanishes, even for a displacement that switches on $t_2$: the interpolation error is then constant over the Fermi surface and is absorbed by $\delta\mu$. A purely nearest-neighbour cubic band is thus too kind a trial case for this averaged $h^2$ error; the argument does not make $M$ vanish on a given mesh.

## Reading the numbers

The reference values come from integrating $k_z$ analytically and $k_x,k_y$ on a fine mesh: $E=-0.10054$ Ha, $F=601.0$ µHa/bohr and $E''=-632.6$ µHa/bohr². The Fermi-surface values $\rho=5.833$ Ha⁻¹ and ${\rm Var}_F=1.131$, taken on a $24^3$ mesh, give $-\gamma^2\rho\,{\rm Var}_F=-660$ µHa/bohr². The 4% difference is the error of that mesh: integrated like the reference values, $\rho\approx5.80$ Ha⁻¹ and ${\rm Var}_F\approx1.09$, and the product reproduces $E''$.

At $n=20$, $h^2/12=\pi^2/1200=0.008225$. The predicted linear energy error is $\int\theta\Delta=-(h^2/12)(E+t_2\,\partial E/\partial t_2)$. Here $t_2\,\partial E/\partial t_2=-(t_2/\gamma)F=-0.00060$ Ha, so the error is $0.008225\times0.10114$ Ha $=832$ µHa. The mesh gives 828 µHa, and the correction reduces it to $-3.0$ µHa. At $n=40$ the errors are 208 and $-0.16$ µHa.

For the force, $\delta F=0.008225\times1\ \text{bohr}\times(-632.6)=-5.20$ µHa/bohr. The error found, averaged over mesh positions, is $-2.43$ at $n=20$ and $-1.76$ at $n=30$. It does not follow a pure $h^2$ law, because the next order has the opposite sign and is large. Writing the error as $A+B$ at $n=20$ and $A/r^2+B/r^4$ at $n=30$, with $r=1.5$, gives

$$A=\frac{r^4(-1.758)-(-2.431)}{r^2-1}=-5.18\ \text{µHa/bohr},$$

within 1% of the prediction, and $B=+2.74$. The fit has two meshes for two unknowns and ignores higher orders, so its own uncertainty may exceed this 1%. At $n=10$, at a single mesh position, the error is even positive, $+20.5$ µHa/bohr.

The part removed by the correction is $I_1$ for $X=\gamma g_2$. As a slope it is $(h^2/12)(-2)E'=(h^2/6)F=9.89$ µHa/bohr, so its removal should raise the force by that amount. The extracted shift is 9.89.

The slope of $E_B$, taken over $\pm0.2$ bohr and compared with the reference slope over the same interval, should have no $h^2$ part. The extraction leaves 0.60 µHa/bohr, about 11% of the force law. I take this remainder to come from higher orders and incomplete averaging, which the two meshes cannot separate.

Consistency and accuracy are different virtues. At $n=20$ the averaged force error from the corrected weights, $-2.43$ µHa/bohr, is smaller than that of the energy slope, $+3.80$, and much smaller than that of the linear weights, $-13.7$. The $h^2$ argument decides which of these averaged errors is smaller on fine enough meshes. It does not decide the matter at a single mesh position, where the local energy slope also varies with the placement of the mesh.

The local derivative $-E_B'$ is also rough. Over a regular $3\times3\times3$ set of mesh positions at $n=20$ its standard deviation is 11.5 µHa/bohr, against 0.5 for the force from the weights; the exact figures depend on the set chosen. A plausible source is $D_T'$ in the formula for $M$, which changes quickly as the Fermi surface crosses a tetrahedron. The mean mismatch over the same set is $-7.8$ µHa/bohr ($-0.40$ meV/Å), about 1% of the force. Given the large spread this mean is only rough; the smoothed slope above gives $-2.43-3.80\approx-6.2$ µHa/bohr.

The closed loop needs no reference values. On a $12^3$ mesh, $t_1$ is raised from 0.05 to 0.06 Ha, $t_2$ from 0.005 to 0.01 Ha, and then both are lowered in the same order. The forces from the corrected weights do $-1.27$ µHa of work; those from the linear weights do $-1.3\times10^{-7}$ µHa. Since $N$ is fixed, this also excludes functionals whose $G$ depends on $N$.

## What follows for a calculation

Suppose a relaxation ends at $q_0$, where the force from the corrected weights is zero. There $-E_B'=-M$. If the energy has a positive curvature $\kappa$ that changes little over the shift, its minimum lies near $q_0-M/\kappa$: for a given $M$, the softer the mode, the larger the shift. An optimizer that checks forces against energies may then stall once the true force is comparable with $M$. This follows from the formula for $M$; the model band has $E''<0$ along $q$ and no relaxation was carried out on it.

Three consistent choices are available. Linear weights may be used for both energy and force, at the price of the linear method's $h^2$ errors in both. The term $M$ may be added to the slope, which requires $D_T'$ and inherits its roughness; in a self-consistent calculation it also requires the response of the band energies to the displacement. Or a smearing scheme with a definite functional may be used for relaxation, with the corrected tetrahedron energy evaluated afterwards at the fixed final geometry, where no derivative of it is needed.

The model holds the orbitals fixed and has no self-consistent potential. In Kohn–Sham theory the derivative of the total energy with respect to an occupation is the corresponding $\varepsilon_i$, so the same uncancelled term $\sum_i(\varepsilon_i-\mu)f_i'$ appears there; its size in a real metal is not given by this model. The full set of values is in the numerical output below.

## Computed values

```
t1 = 0.05 Ha, t2 = 0.01 Ha, gamma = 0.01 Ha/bohr, electrons/cell = 1.0
Jacobian asymmetry, linear weights    : 5.0e-11
Jacobian asymmetry, corrected weights : 0.106
continuum Fermi level  : 0.02479 Ha
continuum band energy  : -0.100539 Ha
continuum force -dE/dq : 600.99 uHa/bohr
continuum d2E/dq2      : -632.6 uHa/bohr^2
Fermi-level density of states (both spins) : 5.833 1/Ha
Fermi-surface variance of g2               : 1.131
n = 10: energy error linear 3266.19, h^2 law 3327.36, corrected -42.70 uHa
  force error (uHa/bohr): linear weights -39.013, corrected weights 20.476
  -dE_corrected/dq error 59.676, mismatch -39.199, from formula -39.199 uHa/bohr
  linear: weight force minus -dE/dq = -1.1e-07 uHa/bohr
n = 20: energy error linear 828.05, h^2 law 831.84, corrected -2.97 uHa
  force error (uHa/bohr): linear weights -13.824, corrected weights -2.382
  -dE_corrected/dq error 5.695, mismatch -8.077, from formula -8.077 uHa/bohr
  linear: weight force minus -dE/dq = -1.7e-07 uHa/bohr
n = 40: energy error linear 207.72, h^2 law 207.96, corrected -0.16 uHa
  force error (uHa/bohr): linear weights -3.683, corrected weights -1.141
  -dE_corrected/dq error -0.311, mismatch -0.830, from formula -0.830 uHa/bohr
  linear: weight force minus -dE/dq = -2.5e-08 uHa/bohr
averages over mesh positions, errors in uHa/bohr, slope over +-0.2 bohr:
  n = 20: force, linear weights -13.733, corrected weights -2.431, corrected-energy slope 3.797
  n = 30: force, linear weights -6.432, corrected weights -1.758, corrected-energy slope 0.897
h^2 parts of these errors at n = 20 (h = 0.3142), in uHa/bohr:
  force from corrected weights : -5.175, law -5.203
  shift made by the correction : 9.889, law 9.886
  corrected-energy slope       : 0.596, law 0
spread over positions, n = 20: corrected-weight force 0.513, -dE_corrected/dq 11.450 uHa/bohr
mean mismatch, n = 20: -7.838 uHa/bohr = -0.4030 meV/angstrom
closed loop, n = 12: t1 0.05 to 0.06 Ha, t2 0.005 to 0.01 Ha
  work, linear weights    : -1.3e-07 uHa
  work, corrected weights : -1.2680 uHa
```
